# Static structure factor of the electron gas from the Lindhard function: a numerical check

```python
"""
Static structure factor of the uniform electron gas (Hartree atomic units, T = 0).
Results under test:
  free gas:  S(q) = 3q/(4kF) - q^3/(16kF^3) for q <= 2kF, and 1 above;
  RPA gas:   S(q) -> q^2/(2 omega_p) for q -> 0.
Symbols: kF Fermi wavevector, n density, q wavevector transfer, w energy
transfer, chi density response per volume, S(q,w) spectrum per electron,
v = 4 pi/q^2 Coulomb interaction, omega_p = sqrt(4 pi n) plasma frequency.
RPA = random-phase approximation, chi = chi0/(1 - v chi0).
"""
import cmath
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def density(kF):
    return kF**3 / (3 * math.pi**2)


def plasma_frequency(kF):
    return math.sqrt(4 * math.pi * density(kF))


def phi(y):
    """Integral of (1-t^2)/(y-t) over -1 < t < 1; series at large |y|."""
    if abs(y) > 5:
        return sum(4 / ((2*j + 1) * (2*j + 3)) * y**(-2*j - 1)
                   for j in range(14))
    return 2*y + (1 - y*y) * cmath.log((y + 1) / (y - 1))


def lindhard(q, z, kF):
    u, x = complex(z) / (q * kF), q / (2 * kF)
    return kF**2 / (4 * math.pi**2 * q) * (phi(u - x) - phi(u + x))


def response(q, z, kF, interacting):
    chi0 = lindhard(q, z, kF)
    if interacting:
        return chi0 / (1 - 4 * math.pi / q**2 * chi0)
    return chi0


def spectrum(q, w, kF, interacting=False):
    """Pair-continuum part of S(q,w), from the response just above the axis."""
    z = complex(w, 1e-14 * q * kF)
    return -response(q, z, kF, interacting).imag / (math.pi * density(kF))


def free_spectrum_piecewise(q, w, kF):
    u, x = w / (q * kF), q / (2 * kF)
    return 3 / (4*q*kF) * (max(0, 1 - (u - x)**2) - max(0, 1 - (u + x)**2))


def free_structure(q, kF):
    return 3*q/(4*kF) - q**3/(16*kF**3) if q < 2*kF else 1.0


def continuum_moment(q, kF, power, interacting):
    low, high = q*q/2 - q*kF, q*q/2 + q*kF
    edges = [low, high] if low >= 0 else [0.0, -low, high]
    return sum(quad(lambda w: w**power * spectrum(q, w, kF, interacting),
                    a, b, epsabs=0, epsrel=1e-8, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def structure_imaginary_axis(q, kF, interacting):
    scale = plasma_frequency(kF) if interacting else q * kF

    def integrand(theta):
        w = scale * math.tan(theta)
        chi = response(q, 1j * w, kF, interacting).real
        return chi * scale / math.cos(theta)**2
    total = quad(integrand, 0, math.pi/2, epsabs=0, epsrel=1e-9, limit=200)[0]
    return -total / (math.pi * density(kF))


def dielectric(q, w, kF):
    return 1 - 4 * math.pi / q**2 * lindhard(q, w, kF).real


def plasmon(q, kF):
    """Energy and weight of the RPA plasmon, when it lies above the continuum."""
    edge = (q*kF + q*q/2) * (1 + 1e-10)
    energy = brentq(lambda w: dielectric(q, w, kF), edge,
                    3 * (edge + plasma_frequency(kF)), xtol=1e-14, rtol=1e-13)
    h = 1e-5 * energy
    slope = lindhard(q, energy + 1j*h, kF).imag / h
    weight = -1 / (density(kF) * (4*math.pi/q**2)**2 * slope)
    return energy, weight


def lower_bound(q, kF):
    return (q*q/2) / math.sqrt(plasma_frequency(kF)**2
                               + 3*kF**2*q**2/5 + q**4/4)


def upper_bound(q, kF):
    return q*q / (2 * plasma_frequency(kF))


# Test: explicit sum over a three-dimensional k grid, q in a tilted direction.
kF_grid, q_grid, points = 1.3, 1.0, 200
q_vector = q_grid * np.array([1, math.sqrt(2), math.sqrt(5)]) / math.sqrt(8)
half = kF_grid + q_grid + 0.05
step = 2 * half / points
axes = [-half + step * (np.arange(points) + s) for s in (0.13, 0.41, 0.77)]
kx, ky, kz = np.meshgrid(*axes, indexing="ij", sparse=True)
k_squared = kx**2 + ky**2 + kz**2
transfer = q_vector[0]*kx + q_vector[1]*ky + q_vector[2]*kz + q_grid**2/2
occupied = k_squared < kF_grid**2
shifted_occupied = k_squared + 2*transfer < kF_grid**2
cell = 2 * step**3 / (2 * math.pi)**3
allowed = transfer[occupied & ~shifted_occupied]
reverse = transfer[~occupied & shifted_occupied]
z_test = 0.7 + 0.4j
chi_grid = cell * (np.sum(1/(z_test - allowed)) - np.sum(1/(z_test - reverse)))
chi_formula = lindhard(q_grid, z_test, kF_grid)
grid_chi_error = abs(chi_grid / chi_formula - 1)
assert grid_chi_error < 5e-3
bins = np.linspace(0, q_grid*kF_grid + q_grid**2/2, 9)
counts = np.histogram(allowed, bins)[0] * cell / density(kF_grid)
kink = q_grid*kF_grid - q_grid**2/2
areas = [quad(lambda w: free_spectrum_piecewise(q_grid, w, kF_grid), a, b,
              points=[kink] if a < kink < b else None)[0]
         for a, b in zip(bins[:-1], bins[1:])]
grid_bin_error = np.max(np.abs(counts - areas))
assert grid_bin_error < 2e-3
grid_S = allowed.size * cell / density(kF_grid)
assert abs(grid_S - free_structure(q_grid, kF_grid)) < 3e-3
del k_squared, transfer, occupied, shifted_occupied

# Test: free spectrum, its integral by two roads, and the f-sum rule.
for kF in (0.7, 1.3):
    for ratio in (0.3, 1.0, 1.7, 2.0, 2.6):
        q = ratio * kF
        for fraction in (0.1, 0.45, 0.8, 0.97):
            w = fraction * (q*kF + q*q/2)
            assert abs(spectrum(q, w, kF)
                       - free_spectrum_piecewise(q, w, kF)) < 1e-9
        target = free_structure(q, kF)
        assert abs(continuum_moment(q, kF, 0, False) - target) < 1e-7
        assert abs(structure_imaginary_axis(q, kF, False) - target) < 1e-6
        assert abs(continuum_moment(q, kF, 1, False) / (q*q/2) - 1) < 1e-7

# Test: RPA moments from plasmon plus continuum, against the sum rules.
for kF in (0.7, 1.0, 1.3):
    for ratio in (0.1, 0.4):
        q = ratio * kF
        energy, weight = plasmon(q, kF)
        moment = {p: weight * energy**p + continuum_moment(q, kF, p, True)
                  for p in (-1, 0, 1, 3)}
        third = q*q/2 * (plasma_frequency(kF)**2 + 3*kF**2*q**2/5 + q**4/4)
        static = -response(q, 1e-12j, kF, True).real / (2 * density(kF))
        assert abs(moment[0] / structure_imaginary_axis(q, kF, True) - 1) < 1e-6
        assert abs(moment[1] / (q*q/2) - 1) < 1e-6
        assert abs(moment[3] / third - 1) < 1e-6
        assert abs(moment[-1] / static - 1) < 1e-6
        assert moment[-1] < q*q / (2 * plasma_frequency(kF)**2)

# Test: the two bounds enclose the RPA structure factor at small and large q.
for kF in (0.7, 1.0, 1.3):
    for ratio in (0.05, 0.2, 0.5, 1.0, 2.0, 3.0):
        q = ratio * kF
        S = structure_imaginary_axis(q, kF, True)
        assert lower_bound(q, kF) * (1 - 1e-8) <= S
        assert S <= upper_bound(q, kF) * (1 + 1e-8)

# Test: small-q powers and the first correction to the RPA limit.
kF = 1.0
wp = plasma_frequency(kF)
q1, q2 = 0.02, 0.04


def power_between(f):
    return math.log(f(q2) / f(q1)) / math.log(q2 / q1)


power_free = power_between(lambda q: continuum_moment(q, kF, 0, False))
power_rpa = power_between(lambda q: structure_imaginary_axis(q, kF, True))
power_pairs = power_between(lambda q: continuum_moment(q, kF, 0, True))
assert abs(power_free - 1) < 0.01
assert abs(power_rpa - 2) < 0.01
assert abs(power_pairs - 5) < 0.15
correction_numeric = (1 - structure_imaginary_axis(q1, kF, True)
                      / upper_bound(q1, kF)) / q1**2
correction_formula = 3 * kF**2 / (10 * wp**2)
assert abs(correction_numeric / correction_formula - 1) < 0.03

# Worked example.
q_critical = brentq(
    lambda q: dielectric(q, (q*kF + q*q/2) * (1 + 1e-12), kF), 0.1, 2.0)
rs = (3 / (4 * math.pi * density(kF)))**(1/3)
q = 0.4
w_kink, w_end = q*kF - q*q/2, q*kF + q*q/2
line_area = quad(lambda w: spectrum(q, w, kF), 0, w_kink)[0]
parabola_area = quad(lambda w: spectrum(q, w, kF), w_kink, w_end)[0]
x = q / (2*kF)
assert abs(line_area - 1.5*x*(1 - x)**2) < 1e-7
assert abs(parabola_area - (3*x**2 - 2*x**3)) < 1e-7
energy, weight = plasmon(q, kF)
pairs = continuum_moment(q, kF, 0, True)

print(f"kF = {kF:.1f} 1/bohr; n = {density(kF):.6f} 1/bohr^3; rs = {rs:.4f} bohr")
print(f"plasma frequency = {wp:.5f} Ha = {wp*HARTREE_EV:.3f} eV")
print(f"k-grid check at kF = {kF_grid} 1/bohr, q = {q_grid} 1/bohr:")
print(f"  relative error of complex Lindhard function = {grid_chi_error:.1e}")
print(f"  largest error of a bin area = {grid_bin_error:.1e}")
print(f"  S0 from grid = {grid_S:.4f}; from formula = "
      f"{free_structure(q_grid, kF_grid):.4f}")
print(f"Example q = {q} 1/bohr, x = q/(2kF) = {x:.2f}")
print(f"  end of line = {w_kink:.3f} Ha; end of continuum = {w_end:.3f} Ha")
for w in (0.16, 0.32, 0.40, 0.44):
    print(f"  w = {w:.2f} Ha: S0(q,w) = {spectrum(q, w, kF):.5f} 1/Ha; "
          f"RPA pairs = {spectrum(q, w, kF, True):.5f} 1/Ha")
print(f"  area of line = {line_area:.5f}; of parabola = {parabola_area:.5f}")
print(f"  free S0(q) = {line_area + parabola_area:.5f}")
print(f"  RPA plasmon energy = {energy:.5f} Ha = {energy*HARTREE_EV:.3f} eV")
print(f"  RPA plasmon weight = {weight:.6f}; pair weight = {pairs:.6f}")
print(f"  RPA S(q) = {weight + pairs:.6f}")
print(f"  RPA f-sum: plasmon = {weight*energy:.6f} Ha; pairs = "
      f"{continuum_moment(q, kF, 1, True):.6f} Ha; q^2/2 = {q*q/2:.6f} Ha")
print("Table: q (1/bohr), free S0, RPA S, lower bound, q^2/(2 omega_p)")
for q in (0.05, 0.1, 0.2, 0.4, 0.6, 1.0, 1.5, 2.0, 3.0):
    print(f"  {q:4.2f}  {continuum_moment(q, kF, 0, False):.6f}  "
          f"{structure_imaginary_axis(q, kF, True):.6f}  "
          f"{lower_bound(q, kF):.6f}  {upper_bound(q, kF):.6f}")
print("Share of the plasmon in the RPA S(q):")
for q in (0.1, 0.2, 0.4):
    share = plasmon(q, kF)[1] / structure_imaginary_axis(q, kF, True)
    print(f"  q = {q:.1f} 1/bohr: {100*share:.3f} percent")
print(f"plasmon meets continuum at q = {q_critical:.4f} 1/bohr")
print(f"leading laws cross at q = 3 omega_p/(2kF) = {1.5*wp/kF:.4f} 1/bohr")
print(f"Powers of q between {q1} and {q2} 1/bohr:")
print(f"  free S0: {power_free:.4f}; RPA S: {power_rpa:.4f}; "
      f"RPA pair weight: {power_pairs:.4f}")
print(f"Correction coefficient at q = {q1} 1/bohr: {correction_numeric:.4f} "
      f"bohr^2; formula: {correction_formula:.4f} bohr^2")
print("OK")
```

Running it gives:

```
kF = 1.0 1/bohr; n = 0.033774 1/bohr^3; rs = 1.9192 bohr
plasma frequency = 0.65147 Ha = 17.727 eV
k-grid check at kF = 1.3 1/bohr, q = 1.0 1/bohr:
  relative error of complex Lindhard function = 1.3e-04
  largest error of a bin area = 4.5e-05
  S0 from grid = 0.5485; from formula = 0.5485
Example q = 0.4 1/bohr, x = q/(2kF) = 0.20
  end of line = 0.320 Ha; end of continuum = 0.480 Ha
  w = 0.16 Ha: S0(q,w) = 0.60000 1/Ha; RPA pairs = 0.00745 1/Ha
  w = 0.32 Ha: S0(q,w) = 1.20000 1/Ha; RPA pairs = 0.01196 1/Ha
  w = 0.40 Ha: S0(q,w) = 0.67500 1/Ha; RPA pairs = 0.01369 1/Ha
  w = 0.44 Ha: S0(q,w) = 0.35625 1/Ha; RPA pairs = 0.01121 1/Ha
  area of line = 0.19200; of parabola = 0.10400
  free S0(q) = 0.29600
  RPA plasmon energy = 0.73008 Ha = 19.866 eV
  RPA plasmon weight = 0.107932; pair weight = 0.004120
  RPA S(q) = 0.112052
  RPA f-sum: plasmon = 0.078799 Ha; pairs = 0.001201 Ha; q^2/2 = 0.080000 Ha
Table: q (1/bohr), free S0, RPA S, lower bound, q^2/(2 omega_p)
  0.05  0.037492  0.001915  0.001915  0.001919
  0.10  0.074937  0.007624  0.007621  0.007675
  0.20  0.149500  0.029931  0.029854  0.030700
  0.40  0.296000  0.112052  0.110220  0.122799
  0.60  0.436500  0.229344  0.219445  0.276298
  1.00  0.687500  0.501351  0.442909  0.767495
  1.50  0.914062  0.794829  0.645228  1.726864
  2.00  1.000000  0.944644  0.765592  3.069980
  3.00  1.000000  0.989174  0.881262  6.907455
Share of the plasmon in the RPA S(q):
  q = 0.1 1/bohr: 99.958 percent
  q = 0.2 1/bohr: 99.642 percent
  q = 0.4 1/bohr: 96.323 percent
plasmon meets continuum at q = 0.7178 1/bohr
leading laws cross at q = 3 omega_p/(2kF) = 0.9772 1/bohr
Powers of q between 0.02 and 0.04 1/bohr:
  free S0: 0.9999; RPA S: 1.9988; RPA pair weight: 5.0019
Correction coefficient at q = 0.02 1/bohr: 0.6986 bohr^2; formula: 0.7069 bohr^2
OK
```
